\section*{Transition-path sampling with shooting moves on a two-dimensional double well}

\section{The sampling problem}

A flexible ligand in a liquid precursor spends most of its time vibrating in one conformation and changes to another in a brief, rare event. A simulation started in equilibrium therefore spends nearly all its steps on vibrations, although the question may be how the change takes place: how long it lasts, where it crosses the barrier, and how often it turns back. Transition-path sampling generates the events themselves, by a Monte Carlo walk in the space of trajectories. Its acceptance rule must reproduce the frequencies with which such trajectories occur in equilibrium dynamics.

The model has coordinates $q=(x,y)$, one mass $m$ and the potential
\begin{equation}
V=B\left(\frac{x^2}{a^2}-1\right)^2+\frac K2\left[y-s\left(1-\frac{x^2}{a^2}\right)\right]^2 .
\end{equation}
Both terms vanish at the wells $(\pm a,0)$. At the saddle $(0,s)$ the second term vanishes and $V=B$. The valley between the wells is bowed by $s$, as for an end group that turns on an arc.

The stable sets are $A$: $x<-x_e$ and $B$: $x>x_e$. They depend on position alone, so reversing all momenta leaves them unchanged. A transition path is a sequence $X=(z_0,\dots,z_L)$ of states $z=(q,p)$ whose ends lie in opposite stable sets and whose $n=L-1$ interior slices lie in neither. Paths in both directions are kept.

\section{Dynamics with a reversal symmetry}

Let $\rho(z)\propto e^{-H(z)/kT}$, with $H=p^2/2m+V$, and let $\bar z=(q,-p)$. The derivation needs a one-step transition density $\pi$ that satisfies
\begin{equation}
\rho(z)\,\pi(z\to z')=\rho(\bar z')\,\pi(\bar z'\to\bar z). \label{rev}
\end{equation}
Integrating over $z$ gives $\int\rho(z)\pi(z\to z')\,dz=\rho(\bar z')=\rho(z')$, so $\rho$ is stationary.

One step of length $\delta$ consists of half a thermostat step, a velocity-Verlet step with a Metropolis test, and another half thermostat step. Each part obeys (\ref{rev}).

\paragraph{Thermostat.} Each velocity component changes as $v'=cv+\sqrt{(1-c^2)kT/m}\;\xi$, with $c=e^{-\gamma\delta/2}$ and $\xi$ a standard normal number. The Maxwell weight times this kernel has the exponent
\begin{equation}
-\frac{m}{2kT}\left[v^2+\frac{(v'-cv)^2}{1-c^2}\right]
=-\frac{m\,(v^2-2cvv'+v'^2)}{2kT(1-c^2)} ,
\end{equation}
because the terms $\pm c^2v^2$ cancel over the common denominator. The right side is unchanged by $(v,v')\to(-v',-v)$, which is (\ref{rev}).

\paragraph{Verlet step.} The map $\Phi$ is a kick, a drift and a kick. Each is a shear, so phase-space volume is preserved, and the symmetric order gives $\Phi(\overline{\Phi(z)})=\bar z$. The new state $z'=\Phi(z)$ is accepted with probability $\min[1,\rho(z')/\rho(z)]$; otherwise the state becomes $\bar z$. For an accepted step the weight is $\rho(z)\min[1,\rho(z')/\rho(z)]=\min[\rho(z),\rho(z')]$, the same for the reversed step $\bar z'\to\bar z$. For a rejected step $z'=\bar z$, hence $\bar z'=z$, and the reversed step is the step itself.

\paragraph{Product.} Let $O$ and $M$ be the two kernels, with intermediate states $u$ and $w$. Applying (\ref{rev}) to each factor in turn, and using $\rho(\bar u)=\rho(u)$, gives
\begin{equation}
\rho(z)O(z\to u)M(u\to w)O(w\to z')
=\rho(\bar z')O(\bar z'\to\bar w)M(\bar w\to\bar u)O(\bar u\to\bar z).
\end{equation}
Integration over $u$ and $w$ yields (\ref{rev}) for the whole step, at finite $\delta$. Two adjacent half thermostat steps may be merged into one full step: the velocity factor becomes $c^2=e^{-\gamma\delta}$, and the two noise variances add to $[c^2(1-c^2)+(1-c^2)]kT/m=(1-c^4)kT/m$, as for a single step with that factor.

\section{The acceptance rule}

In stationary dynamics the segment $X$ occurs with the weight
\begin{equation}
P[X]=\rho(z_0)\prod_{i=0}^{L-1}\pi(z_i\to z_{i+1}).
\end{equation}
A shooting move picks one of the $n$ interior slices with probability $1/n$, replaces its state $z$ by $z'$ with density $g(z\to z')$, and integrates from $z'$ forward and backward until each half enters a stable set. The backward half starts from $\bar z'$, runs with the ordinary dynamics, and is then reversed.

Let $z'$ be slice $j$ of the new path $X'$. By (\ref{rev}), each backward step has the density
\begin{equation}
\pi(\bar z'_{i+1}\to\bar z'_i)=\frac{\rho(z'_i)}{\rho(z'_{i+1})}\,\pi(z'_i\to z'_{i+1}).
\end{equation}
In the product over $i=0,\dots,j-1$ the density ratios telescope to $\rho(z'_0)/\rho(z'_j)$. Together with the forward half,
\begin{equation}
P_{\rm gen}(X\to X')=\frac{g(z\to z')}{n}\,\frac{P[X']}{\rho(z')} . \label{gen}
\end{equation}
The reverse move picks slice $j$ of $X'$, with probability $1/n'$, and replaces $z'$ by $z$. Detailed balance for this pair of moves reads
\begin{equation}
P[X]\,\frac{g(z\to z')P[X']}{n\,\rho(z')}\,\alpha(X\to X')
=P[X']\,\frac{g(z'\to z)P[X]}{n'\rho(z)}\,\alpha(X'\to X).
\end{equation}
The path weights cancel, which is why they never have to be evaluated. The Metropolis choice for the remaining ratio is
\begin{equation}
\alpha=\min\left[1,\;\frac{\rho(z')\,g(z'\to z)}{\rho(z)\,g(z\to z')}\,\frac{n}{n'}\right] \label{acc}
\end{equation}
if the trial joins $A$ and $B$, and zero otherwise. If two paths can be connected through several pairs of slices, balance holds for each pair and hence for the sum.

Three cases are useful.
\begin{itemize}
\item Momenta redrawn from the Maxwell density $f$ at fixed position: $g=f(p')$ and $\rho\propto e^{-V/kT}f$. The first fraction is then $f(p')f(p)/[f(p)f(p')]=1$, and $\alpha=\min(1,n/n')$.
\item A symmetric momentum change at fixed position: $g$ cancels and the first fraction is $e^{-\Delta E_{\rm kin}/kT}$. This form also serves for $\gamma=0$.
\item Paths of fixed length, shot from any slice: old and new paths offer equally many slices, so the length factor is one.
\end{itemize}

If $n/n'$ is left out of the Maxwell case and every joining trial is accepted, the walk has another stationary weight $W$. Balance requires $W[X]P[X']/n=W[X']P[X]/n'$, so $W\propto nP$: long paths are over-represented. With $\tau=L\delta=(n+1)\delta$, mean $\bar\tau$ and variance $\sigma^2$ in the correct ensemble, the mean duration becomes
\begin{equation}
\frac{\langle n\tau\rangle}{\langle n\rangle}
=\frac{\langle\tau^2\rangle-\delta\bar\tau}{\bar\tau-\delta}
=\bar\tau+\frac{\sigma^2}{\bar\tau-\delta}. \label{bias}
\end{equation}

The general rule can be tested without sampling noise on a lattice of five sites with equilibrium weights $1,\,0.4,\,0.15,\,0.3,\,0.8$. The end sites are the stable sets, and the hopping probability to a neighbour is $0.4\min(1,\rho_j/\rho_i)$. The shooting site is changed with the asymmetric matrix whose rows are $(0.5,0.3,0.2)$, $(0.1,0.6,0.3)$ and $(0.35,0.25,0.4)$. There are 162 transition paths of at most nine slices. The largest difference between opposite probability flows, relative to the largest flow, is $4\times10^{-16}$ with (\ref{acc}). It is 0.136 without the length factor and 0.040 without the density and proposal factor.

\section{Pseudocode}

\begin{verbatim}
X = any sequence from A to B with interior slices outside both
repeat:
    n  = number of interior slices of X
    j  = random interior slice;  q = position of slice j
    v  = fresh Maxwell velocity
    F  = run(q, +v);  G = run(q, -v)
    if F and G end in different stable sets:
        X' = reverse(G), q, F          (q stored once)
        n' = number of interior slices of X'
        if random() * n' < n:  X = X'
    after the discarded trials: record observables of X,
        whether or not it has just changed

run(q, v):
    half thermostat step
    loop:
        Verlet step with Metropolis test
            (on rejection: old position, reversed velocity)
        store position; stop if it lies in A or B
        full thermostat step
\end{verbatim}

Positions suffice for storage, because the velocity is redrawn. The random number $r$ of the acceptance test may be drawn before the integration. Acceptance needs $n'<n/r$, so a trial can be abandoned once it is longer than that. The runs reported here did not use this saving.

\section{Worked example}

The parameters are $B=0.15$ eV, $T=300$ K, $a=0.125$ nm, $s=0.070$ nm, $K=100$ eV/nm$^2$, $m=15$ u, $x_e=0.10$ nm, $\gamma=10$ ps$^{-1}$ and $\delta=4$ fs. With $kT=0.02585$ eV the barrier is $0.15/0.02585=5.80\,kT$, low enough for unbiased dynamics to supply a reference.

The reference consists of 4000 independent walkers, each followed for 44 ps after 4 ps of settling. A path is counted if it arrives in the counted interval, even if it departed earlier, so long paths are not cut off at the start. Integrating out $y$ leaves $p(x)\propto\exp[-B(x^2/a^2-1)^2/kT]$. Quadrature of this density puts a share 0.1554 outside the stable sets; the walkers give $0.1555\pm0.0003$. Here and below, $\pm$ denotes one standard error, from the scatter between independent walkers or chains.

Shooting used 800 chains with 40 discarded and 60 counted trials each. The results for transition paths are:

\begin{center}
\begin{tabular}{lcc}
 & shooting & unbiased\\
mean duration (fs) & $404.9\pm2.0$ & $407.0\pm3.8$\\
mean $y$ at $x=0$ (nm) & $0.0696\pm0.0003$ & $0.0699\pm0.0005$\\
crossings of $x=0$ & $1.086\pm0.005$ & $1.069\pm0.011$\\
share below 310 fs & $0.258\pm0.007$ & $0.260\pm0.012$\\
share below 386 fs & $0.515\pm0.008$ & $0.504\pm0.014$\\
share below 482 fs & $0.754\pm0.006$ & $0.744\pm0.012$
\end{tabular}
\end{center}

The differences in the first three rows are 0.49, 0.44 and 1.36 combined standard errors. The last three rows compare the distribution of durations, not merely its mean. Both columns use the same time step. Each end of a path lies on average about half a step beyond the crossing of the set edge, which adds about $\delta=4$ fs, or 1\%, to the mean duration.

The mean crossing position agrees with the saddle position $s=0.070$ nm within 1.4 standard errors. A systematic short cut on the inner side of the bowed valley is thus not resolved. Since a path joins opposite sides, its number of crossings is odd, and each recrossing path adds at least two to the minimum of one. At most $0.086/2=4.3\%$ of the sampled paths therefore recross the midplane, as seen at intervals of 4 fs.

Without the length factor the mean duration is $448.7\pm2.9$ fs, 10\% above the unbiased value. Reweighting the correct paths by $n$ predicts $450.0\pm2.4$ fs, so the excess is the length bias (\ref{bias}). The same equation gives the spread of durations: $\sigma^2=(450.0-404.9)(404.9-4.0)$ fs$^2$, hence $\sigma\approx134$ fs.

\section{Cost}

Of all trials, 23.5\% join $A$ and $B$ and 19.1\% are accepted. One accepted path costs 461 time steps, against 34\,429 walker steps per path in unbiased dynamics, a factor of 75. This ratio flatters the method, because successive paths of a chain are correlated. Statistical errors give a fairer measure. The counted trials took $800\times60\times0.191\times461\approx4.2\times10^6$ steps and the unbiased run $4.4\times10^7$. Since the squared error falls inversely with the number of steps, the gain for the mean duration is
\begin{equation}
\left(\frac{3.8}{2.0}\right)^2\frac{4.4\times10^7}{4.2\times10^6}\approx 38 .
\end{equation}
It falls to about 25 if the discarded parts of both runs are charged, with discarded trials taken to cost as much as counted ones.

For a higher barrier, transition-state theory gives the unbiased waiting time a factor $e^{B/kT}$ at fixed prefactor, while a trial still starts between the stable sets. The gain should therefore grow with the barrier; one barrier height was run, so this growth was not measured.

The accepted paths alone do not tell how often they occur, because the normalization of $P$ cancels. Shots from states drawn from the equilibrium density can supply the frequency; here it is taken from the unbiased run: $7.26\pm0.20$ transitions per walker and nanosecond, where the error follows from the square root of the count, 1278 paths. This frequency includes quick returns. On the valley floor the edge of a stable set lies at $B(0.64-1)^2=0.019$ eV, or $0.75\,kT$, close to the bottom of the well, but the sets test the position alone, so a path that arrives with excess energy could in principle cross back before it has relaxed. With equally populated wells, the count over both directions corresponds to a one-way rate constant; frequent quick returns would make it exceed the one-way constant for slow exchange between the wells. At $\gamma=10$ ps$^{-1}$ no such excess is seen: the plateau of the reactive flux through $x=0$ gives about 7.4 ns$^{-1}$, equal to the count within its error. At weaker friction this need not hold.

\section{Stability and failure modes}

\paragraph{Time step.} For a harmonic mode the Verlet matrix has determinant one and trace $2-\omega^2\delta^2$, so the motion stays bounded for $\omega\delta<2$. At a well the second derivatives are $V_{xx}=(8B+4Ks^2)/a^2=202$, $V_{xy}=2Ks/a=112$ (in size) and $V_{yy}=100$ eV/nm$^2$. The larger eigenvalue is 274 eV/nm$^2$, which gives $\omega=42$ ps$^{-1}$ and $\omega\delta=0.17$. The Metropolis test keeps $\rho$ stationary at any $\delta$, but rejections alter the motion. Here $3.75\times10^{-4}$ of the steps are rejected, which makes 0.094 momentum reversals per ps. Reversals at a rate $r$ that does not depend on the velocity would damp the mean velocity at the rate $2r$, here 0.19 ps$^{-1}$. Fast states are rejected more often, so the damping of a component is $2\langle rv^2\rangle/\langle v^2\rangle$ instead; in equilibrium this is about 0.36 ps$^{-1}$ along $x$ and 0.26 ps$^{-1}$ along $y$, or 3 to 4\% of $\gamma$. Along transition paths the rejection probability is smaller, about $1\times10^{-4}$ per step.

\paragraph{Starting path.} The first path need not be dynamically possible, but every chain must have replaced it before counting begins. A start with many slices near the saddle is convenient: shots from there often join the two sets, and $n/n'$ favours shorter successors. A short path is held longer, since a longer trial is accepted with probability $n/n'$. These repeats belong to the correct weight and must be counted.

\paragraph{Separate channels.} Detailed balance does not ensure that all paths are reached. If two valleys are divided by a high ridge, shots from one may practically never enter the other. Small errors within one chain do not reveal this; chains started in different channels can.

\paragraph{Stable sets.} If a set reaches too far up the barrier, excursions that fall back are counted as transitions. If it is too small, or if an intermediate well lies between the sets, paths contain long waiting periods and trials become expensive.

\paragraph{Driven systems.} Equation (\ref{gen}) rests on (\ref{rev}) with a known $\rho$. Under a steady flow or a temperature gradient this relation fails in general, and so does the backward half of the move.

\section{Relation to a butyl ligand}

The parameters lie in the rough regime of a trans--gauche turn of a butyl chain in a liquid metal-butyl precursor near room temperature. The mass is that of a methyl group, and the barrier of 0.15 eV is of the usual size for such a turn. The stiffness and friction are round values, not fitted to a liquid. The path statistics above are properties of this model.

The duration depends strongly on the friction. Doubling it, with all else fixed, raises the mean from 405 to 559 fs, or by 38\%. A real liquid also has a friction with memory, which the model leaves out.

The symmetry of the wells makes their populations equal, unlike those of trans and gauche. A trans--gauche energy difference of roughly 0.03 eV gives a Boltzmann factor $e^{0.03/0.02585}=3.2$ between one trans and one gauche well of equal shape, where the model has one. Its effect on the durations was not computed.

Quantum motion changes the harmonic rate of this model only slightly. With $h=\hbar\omega/kT$, the quantum partition function of a harmonic mode, $1/[2\sinh(h/2)]$, divided by the classical one, $1/h$, is $(h/2)/\sinh(h/2)$. The harmonic rate is proportional to the partition function at the saddle divided by that of the well. For the unstable mode $h$ becomes imaginary and $\sinh$ turns into $\sin$, which describes shallow tunnelling for $h<2\pi$. The correction is
\begin{equation}
\frac{h_b/2}{\sin(h_b/2)}\;\frac{h_s/2}{\sinh(h_s/2)}\prod_{i=1}^{2}\frac{\sinh(h_i/2)}{h_i/2}=1.04 ,
\end{equation}
where $h_b=0.400$ belongs to the barrier top, $h_s=0.65$ to the stable saddle mode and $h_1=1.07$, $h_2=0.34$ to the well. They follow from $\omega=\sqrt{k/m}$ with the curvatures $k=4B/a^2=38.4$ (in size) and $K=100$ eV/nm$^2$ at the saddle, and 274 and 28 eV/nm$^2$ at the well. Tunnelling alone contributes $0.2/\sin0.2=1.007$; the largest factor, 1.05, comes from the stiffer vibration in the well and is partly offset by the stable saddle mode.

\section*{Table of computed values}
\begin{verbatim}
barrier B = 0.15 eV; temperature = 300 K
kT = 0.02585 eV; B/kT = 5.80
well position a = 0.125 nm; valley bow s = 0.070 nm
stiffness K = 100 eV/nm^2; mass = 15 u
stable-set edge = 0.10 nm; friction = 10 1/ps
time step = 4.0 fs
lattice paths enumerated = 162
relative imbalance, full rule = 4.0e-16
relative imbalance, no length factor = 0.136
relative imbalance, no density/proposal factor = 0.040
unbiased: walkers = 4000; counted time each = 44 ps
unbiased: settling time discarded = 4 ps
unbiased: transition paths = 1278
unbiased: transitions per walker = 7.26 1/ns
outside stable sets: dynamics = 0.1555 +- 0.0003
outside stable sets: quadrature = 0.1554
shooting: chains = 800; discarded trials each = 40; counted = 60
shooting: trials joining A and B = 0.235
shooting: trials accepted = 0.191
time steps per accepted path, shooting = 461
time steps per path, unbiased = 34429
mean duration, shooting = 404.9 +- 2.0 fs
mean duration, unbiased = 407.0 +- 3.8 fs
  difference / combined standard error = 0.49
mean y at x=0, shooting = 0.06963 +- 0.00027 nm
mean y at x=0, unbiased = 0.06986 +- 0.00045 nm
  difference / combined standard error = 0.44
mean crossings of x=0, shooting = 1.086 +- 0.005 (count)
mean crossings of x=0, unbiased = 1.069 +- 0.011 (count)
  difference / combined standard error = 1.36
share shorter than 310 fs: shooting 0.258 +- 0.007, unbiased 0.260 +- 0.012
share shorter than 386 fs: shooting 0.515 +- 0.008, unbiased 0.504 +- 0.014
share shorter than 482 fs: shooting 0.754 +- 0.006, unbiased 0.744 +- 0.012
no length factor: mean duration = 448.7 +- 2.9 fs
no length factor: predicted = 450.0 +- 2.4 fs
doubled friction: mean duration = 559.2 +- 5.2 fs
rejected Verlet steps = 3.75e-04 per step
momentum reversals = 0.094 1/ps
barrier-top hbar*omega/kT = 0.400
harmonic quantum correction to rate = 1.0423
rough trans-gauche energy difference = 0.03 eV
its Boltzmann factor = 3.19
\end{verbatim}
